# Screening the Ionic Plasma Mode into Sound: The Bohm-Staver Speed

A first-principles calculation of phonons and electron-phonon coupling needs the change of potential caused by a displaced ion. One must decide whether to use the change of the bare ionic potential or the self-consistent change, which includes the response of the electrons. In a metal at long wavelength the two choices differ in kind. For a simple model of sodium, the bare choice puts the longitudinal mode at 29 meV however long the wave, and gives an electron-phonon potential that diverges. The self-consistent choice gives a sound wave and a finite coupling per unit strain. This section derives both results, finds the speed of the sound, and asks how far the number can be trusted.

### The model and the unscreened mode

Let the ions have charge \(Ze\), with \(e>0\), mass \(M\) and mean density \(n_i\). They are treated as a smooth fluid of point charges: there are no ion cores, no crystal structure and no resistance to shear. The electrons are a free gas at zero temperature with mass \(m\) and mean density \(n=Zn_i\), so the undisturbed metal is neutral everywhere. All charges act on one another through the mean electrostatic potential \(\phi\); exchange and correlation are left out until the end.

Displace the ions by a small longitudinal wave \(\mathbf u(\mathbf r,t)\), with \(\mathbf u\) parallel to the wavevector \(\mathbf q\). Conservation of ions gives, to first order,

\[
\delta n_i=-n_i\,\nabla\!\cdot\mathbf u. \tag{1}
\]

A positive \(\nabla\cdot\mathbf u\) is a dilation and lowers the density. Each ion obeys Newton's law,

\[
M\,\frac{\partial^2\mathbf u}{\partial t^2}=-Ze\,\nabla\phi , \tag{2}
\]

and the potential follows from Poisson's equation with the charge of both species,

\[
\varepsilon_0\nabla^2\phi=-\left(Ze\,\delta n_i-e\,\delta n\right). \tag{3}
\]

Suppose first that the electrons stay uniform, \(\delta n=0\). Inserting (1) in (3) and using \(Zn_i=n\) gives

\[
\nabla\!\cdot(\nabla\phi)=\frac{ne}{\varepsilon_0}\,\nabla\!\cdot\mathbf u .
\]

Both \(\nabla\phi\) and \(\mathbf u\) are plane waves directed along \(\mathbf q\). Two such waves with equal divergence are equal, so \(\nabla\phi=(ne/\varepsilon_0)\mathbf u\). Equation (2) becomes that of a harmonic oscillator,

\[
\frac{\partial^2\mathbf u}{\partial t^2}=-\Omega_p^2\,\mathbf u,\qquad
\Omega_p^2=\frac{nZe^2}{\varepsilon_0M}. \tag{4}
\]

This is the ionic plasma frequency. It does not depend on \(q\). One gradient turns displacement into charge and another turns potential into force, which supplies a factor \(q^2\); the long-range Coulomb interaction supplies \(1/q^2\) and cancels it. For the mode to become sound, something must remove the Coulomb divergence.

### How the electrons respond

The potential energy of an electron is \(U=-e\phi\). Since the ions are heavy, take \(U\) to be static for the present. If it also varies slowly in space, each small region holds a free-electron gas with its own Fermi energy

\[
E_F(n)=\frac{\hbar^2}{2m}\,(3\pi^2n)^{2/3}. \tag{5}
\]

In equilibrium no electron can lower its energy by moving elsewhere, so \(E_F(n+\delta n)+U\) is the same at every point. For a wave, \(\delta n\) and \(U\) average to zero at first order, so this constant is the undisturbed \(E_F(n)\). Expanding,

\[
\frac{dE_F}{dn}\,\delta n+U=0,\qquad \frac{dE_F}{dn}=\frac{2E_F}{3n},
\]

and therefore

\[
\delta n=-N_F\,U,\qquad N_F=\frac{3n}{2E_F}. \tag{6}
\]

Here \(N_F=dn/dE_F\) is the density of states at the Fermi level per unit volume, both spins included.

Perturbation theory shows how slow the variation must be. A potential \(U_q e^{i\mathbf q\cdot\mathbf r}\) plus its complex conjugate mixes the plane wave \(\mathbf k\) with \(\mathbf k\pm\mathbf q\). The admixtures have amplitudes \(U_q/(E_{\mathbf k}-E_{\mathbf k+\mathbf q})\) and \(U_q^*/(E_{\mathbf k}-E_{\mathbf k-\mathbf q})\). Each interferes with the original wave and contributes to the density component \(e^{i\mathbf q\cdot\mathbf r}\). After summation over the Fermi sphere the two contributions are equal, because \(\mathbf k\to-\mathbf k\) exchanges them. With a factor 2 for spin,

\[
\delta n_q=-4U_q\;\mathrm P\!\!\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\,\frac{1}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}},
\]

where P denotes the principal value. The denominator is \(\hbar^2q(k_z+q/2)/m\), with \(z\) along \(\mathbf q\), and the slice of the sphere at \(k_z\) has area \(\pi(k_F^2-k_z^2)\). Divide by \(-N_FU_q\), using \(N_F=mk_F/(\pi^2\hbar^2)\), and set \(x=k_z/k_F\) and \(p=q/2k_F\):

\[
\frac{\delta n_q}{-N_FU_q}=\frac1{4p}\,\mathrm P\!\!\int_{-1}^{1}\frac{1-x^2}{x+p}\,dx .
\]

Polynomial division gives \((1-x^2)/(x+p)=-x+p+(1-p^2)/(x+p)\), so that

\[
\frac{\delta n_q}{-N_FU_q}=\frac12+\frac{1-p^2}{4p}\ln\left|\frac{1+p}{1-p}\right|
\simeq1-\frac{q^2}{12k_F^2}. \tag{7}
\]

The last form holds for small \(p\), where the logarithm is \(2p+2p^3/3+\dots\). Equation (6) is thus the limit \(q\ll k_F\). Evaluated numerically, the ratio is 0.999 at \(q=0.1k_F\) and 0.912 at \(q=k_F\).

### Screening and the speed of sound

For a wave of wavenumber \(q\), \(\nabla^2\) becomes \(-q^2\). Equation (6) reads \(\delta n=eN_F\phi\): electrons gather where the potential is high. Equation (3) then gives

\[
\varepsilon_0q^2\phi=Ze\,\delta n_i-e^2N_F\,\phi .
\]

Collect the terms in \(\phi\) and let \(\phi_{\rm ion}=Ze\,\delta n_i/(\varepsilon_0q^2)\) be the potential of the ions alone:

\[
\phi=\frac{\phi_{\rm ion}}{\epsilon(q)},\qquad
\epsilon(q)=1+\frac{k_{TF}^2}{q^2}, \tag{8}
\]

\[
k_{TF}^2=\frac{e^2N_F}{\varepsilon_0}=\frac{3ne^2}{2\varepsilon_0E_F}=\frac{3ne^2}{\varepsilon_0mv_F^2}. \tag{9}
\]

The last step uses \(E_F=mv_F^2/2\). The length \(1/k_{TF}\) is the Thomas-Fermi screening length.

The force on an ion in (2) is proportional to the total potential. Relative to the rigid-electron case it is therefore divided by \(\epsilon\), and divided once: the displaced ions make a bare potential, the electrons reduce it, and the ion feels the result with its full charge \(Ze\). From (4) and (8),

\[
\omega^2=\frac{\Omega_p^2}{\epsilon(q)}=\Omega_p^2\,\frac{q^2}{q^2+k_{TF}^2}. \tag{10}
\]

For \(q\ll k_{TF}\) this is \(\omega=cq\), with

\[
c^2=\frac{\Omega_p^2}{k_{TF}^2}
=\frac{nZe^2}{\varepsilon_0M}\cdot\frac{\varepsilon_0mv_F^2}{3ne^2}
=\frac{Zm}{3M}\,v_F^2,
\]

\[
\boxed{\,c=v_F\sqrt{\frac{Zm}{3M}}\,} \tag{11}
\]

This is the Bohm-Staver result. The charge \(e\) and the constant \(\varepsilon_0\) have dropped out, and the density remains through \(v_F\) alone.

The next term of (10) is \(\omega\simeq cq\,(1-q^2/2k_{TF}^2)\), so the relative departure from linear dispersion is half a percent at \(q=0.1k_{TF}\). The \(q^2\) term of (7), omitted in (10), adds \(+q^2/24k_F^2\) to the bracket; it is of the same order and lowers the departure to about 0.4% in the sodium example below. When \(q\) is comparable with \(k_{TF}\), (10) bends towards \(\Omega_p\), but it should not be taken literally there. In the sodium example below \(k_{TF}\) exceeds \(k_F\), so (6) has already lost accuracy.

### Why the charge cancels

The disappearance of \(e\) has a mechanical meaning. By (6), (8) and (9), the electron density follows the ions according to

\[
\frac{\delta n}{Z\,\delta n_i}=\frac{k_{TF}^2}{q^2+k_{TF}^2},
\]

which tends to 1 for long waves: the metal stays nearly neutral. Compressing the ions then means compressing the electron gas with them. That gas has energy \(\tfrac35E_F\) per electron. Since \(E_F\propto V^{-2/3}\) at fixed electron number \(N\), its pressure is

\[
P=-\frac{d}{dV}\left(\tfrac35NE_F\right)=\tfrac25\,nE_F\propto n^{5/3},
\]

and its bulk modulus is

\[
B=n\frac{dP}{dn}=\frac53P=\frac23\,nE_F. \tag{12}
\]

The electric field \(\mathbf E\) passes this pressure to the ions. Force balance on the electrons requires \(-\nabla P-ne\mathbf E=0\), so the force per volume on the ions is \(n_iZe\mathbf E=ne\mathbf E=-\nabla P\). The moving mass density is \(n_iM\), the electron mass being negligible. Hence

\[
c^2=\frac{B}{n_iM}=\frac{2ZE_F}{3M}=\frac{Zmv_F^2}{3M},
\]

in agreement with (11). In this model the stiffness of the sound wave is Fermi pressure and its inertia is ionic.

### The screened vertex

The potential energy \(U=-e\phi\) felt by an electron is proportional to the ionic displacement. Taken per unit displacement or, as here, per unit dilation, it is the electron-phonon vertex before the amplitude of a phonon is put in. From (1) and (8),

\[
U=-\frac{Ze^2\,\delta n_i}{\varepsilon_0q^2\,\epsilon(q)}
=\frac{ne^2}{\varepsilon_0(q^2+k_{TF}^2)}\,\nabla\!\cdot\mathbf u. \tag{13}
\]

Without screening \(k_{TF}\) is absent, and \(U\) per unit dilation diverges as \(1/q^2\). With screening it has a finite limit. By (9) and (6), \(ne^2/(\varepsilon_0k_{TF}^2)=n/N_F=\tfrac23E_F\), so

\[
U\;\to\;\tfrac23E_F\,\nabla\!\cdot\mathbf u\qquad(q\ll k_{TF}). \tag{14}
\]

The sign can be checked directly. A dilated region has a lower local Fermi energy, by \(\tfrac23E_F\nabla\cdot\mathbf u\), and \(U\) rises by the same amount to keep the total level constant. Since \(|\nabla\cdot\mathbf u|=q|\mathbf u|\), the potential per unit displacement varies as \(1/q\) when bare and as \(q\) when screened. At \(q=0.1k_{TF}\) the bare vertex is already 101 times the screened one.

The same \(\epsilon(q)\) thus enters the squared frequency once and the vertex once. The potential that the sound wave of (10) exerts on an electron is therefore the screened one of (13). As the potential acting on an electron, the bare vertex belongs with the rigid-electron mode of (4). It still enters the screened frequency: the reduction from (4) to (10) is the self-consistent electron response acting on the bare ionic charge, that is, one screened and one bare vertex, and screening both would not give (10). That a single \(\epsilon(q)\) serves for both the ion and the electron holds only while exchange and correlation are left out.

### May the response be static?

The electrons were assumed to adjust to the instantaneous ion positions. To test this, let \(U\) vary as \(e^{i(\mathbf q\cdot\mathbf r-\omega t)}\). For \(q\ll k_F\) the electron distribution \(f_0(E)+\delta f\) obeys the linearised kinetic equation without collisions,

\[
\frac{\partial\,\delta f}{\partial t}+\mathbf v\cdot\nabla\delta f-\nabla U\cdot\mathbf v\,\frac{df_0}{dE}=0 .
\]

For the wave this is \(-i(\omega-\mathbf q\cdot\mathbf v)\,\delta f=i\,\mathbf q\cdot\mathbf v\,U\,df_0/dE\), or

\[
\delta f=\frac{\mathbf q\cdot\mathbf v}{\mathbf q\cdot\mathbf v-\omega}\,U\,\frac{df_0}{dE}.
\]

At zero temperature \(df_0/dE=-\delta(E-E_F)\), so a sum over states leaves an average over the Fermi surface. With \(\mu\) the cosine of the angle between \(\mathbf v\) and \(\mathbf q\), and \(s=\omega/(qv_F)\),

\[
\delta n=-N_FU\,\chi(s),\qquad
\chi(s)=\frac12\int_{-1}^{1}\frac{\mu}{\mu-s}\,d\mu
=1+\frac s2\int_{-1}^{1}\frac{d\mu}{\mu-s}. \tag{15}
\]

A disturbance switched on gradually from the past has \(\operatorname{Im}s>0\). Then \(\mu-s\) passes below the origin of the complex plane as \(\mu\) runs from \(-1\) to 1. The last integral is the change of \(\ln(\mu-s)\) between the two ends. For small \(s\) the phase of \(\mu-s\) rises by nearly \(\pi\) from one end to the other, and its modulus is close to 1 at both, so the integral is \(i\pi\) plus terms of order \(s\):

\[
\chi(s)\simeq1+\frac{i\pi s}{2}. \tag{16}
\]

Continuing this expression to \(\operatorname{Im}s<0\) describes damped waves.

Replacing \(N_F\) by \(N_F\chi\) multiplies \(k_{TF}^2\) by \(\chi\). For \(q\ll k_{TF}\), equation (10) becomes \(\omega^2=c^2q^2/\chi(s)\). Dividing by \(q^2v_F^2\) and writing \(a=c/v_F\),

\[
s^2=\frac{a^2}{\chi(s)}\quad\Rightarrow\quad
s\simeq a\left(1-\frac{i\pi a}{4}\right),\qquad
-\frac{\operatorname{Im}\omega}{\operatorname{Re}\omega}\simeq\frac{\pi}{4}\frac{c}{v_F}. \tag{17}
\]

The speed is unchanged at first order in \(c/v_F\). The wave acquires a weak damping, caused by electrons with \(\mu\) near \(s\), whose velocity along \(\mathbf q\) matches that of the wave. Static screening is therefore justified by \(c\ll v_F\), which by (11) means \(Zm\ll3M\).

A fictitious ion with \(Z=1\) and a mass of only 10 electron masses shows the failure. The numerical solution of \(s^2=a^2/\chi(s)\) gives a speed 3.2% below (11) and a damping ratio of 0.14.

### Sodium and aluminium

The inputs are rounded measured lattice constants and atomic masses. Sodium is body-centred cubic, with two ions per cubic cell of edge 0.429 nm, and has \(Z=1\). Aluminium is face-centred cubic, with four ions per cell of edge 0.405 nm, and has \(Z=3\). The electron densities are

\[
n_{\rm Na}=\frac{1\times2}{(0.429\ \text{nm})^3}=25.3\ \text{nm}^{-3},\qquad
n_{\rm Al}=\frac{3\times4}{(0.405\ \text{nm})^3}=181\ \text{nm}^{-3}.
\]

From these follow \(k_F=(3\pi^2n)^{1/3}\), \(v_F=\hbar k_F/m\) and the other quantities:

| Quantity | Na | Al |
|---|---|---|
| \(k_F\) (nm⁻¹) | 9.09 | 17.49 |
| \(E_F\) (eV) | 3.15 | 11.65 |
| \(v_F\) (km/s) | 1052 | 2025 |
| \(M/m\) | 41908 | 49182 |
| \(\Omega_p\) (10¹³ rad/s) | 4.39 | 18.73 |
| \(k_{TF}\) (nm⁻¹) | 14.8 | 20.5 |
| \(\tfrac23E_F\) (eV) | 2.10 | 7.77 |

Equation (11) gives

\[
c_{\rm Na}=1052\ \text{km/s}\times\sqrt{\frac{1}{3\times41908}}
=1052\times2.820\times10^{-3}\ \text{km/s}=2.97\ \text{km/s},
\]

\[
c_{\rm Al}=2025\ \text{km/s}\times\sqrt{\frac{3}{3\times49182}}
=2025\times4.509\times10^{-3}\ \text{km/s}=9.13\ \text{km/s}.
\]

The speed in aluminium is 3.08 times that in sodium. A factor 1.92 comes from the larger Fermi velocity and a factor 1.60 from \(\sqrt{Z/M}\), where the threefold ionic charge outweighs the somewhat larger mass.

The damping ratio (17) is 0.0022 for sodium and 0.0035 for aluminium. The corresponding relative shifts of the speed, found from the full \(\chi(s)\), are about \(-8\times10^{-6}\) and \(-2\times10^{-5}\). These figures assume no collisions, that is \(ql\gg1\) with \(l\) the electron mean free path. At room temperature \(l\) is roughly 30 nm in sodium and 15 nm in aluminium, so \(ql=1\) lies near 15 GHz and 100 GHz; for \(ql\ll1\), as in ordinary ultrasound, the electronic damping ratio is smaller and falls in proportion to \(ql\). In either regime static screening is not what limits the accuracy of the speeds.

### How much the agreement is worth

Measured longitudinal sound speeds are roughly 3 km/s in sodium, where they vary appreciably with direction in the crystal, and about 6.4 km/s in aluminium. The model looks very good for the first metal and about 40% too high for the second. Before crediting it with success in sodium, one can restore one of the omitted effects.

With exchange and correlation in the local-density approximation, the local Fermi energy in the equilibrium condition is replaced by a chemical potential \(\mu_e(n)\), so that \(U=-(d\mu_e/dn)\,\delta n\). For long waves neutrality gives \(\delta n=-n\nabla\cdot\mathbf u\), hence \(U=n(d\mu_e/dn)\nabla\cdot\mathbf u\). The force on an ion is \(-Ze\nabla\phi=Z\nabla U\), and for a longitudinal wave \(\nabla(\nabla\cdot\mathbf u)=-q^2\mathbf u\). Equation (2) then yields

\[
c^2=\frac{Zn}{M}\frac{d\mu_e}{dn}. \tag{18}
\]

For free electrons \(d\mu_e/dn=2E_F/3n\), which restores (11). Here \(U=-e\phi\) is only the electrostatic part. An electron also feels the change of the exchange-correlation potential, and the sum of the two equals \(-(dE_F/dn)\,\delta n=\tfrac23E_F\nabla\cdot\mathbf u\) for long waves. Exchange and correlation thus change the force on the ion but leave the long-wave vertex (14) as it was. With Slater exchange and Vosko-Wilk-Nusair correlation, the speed falls to 1.50 km/s in sodium and 7.25 km/s in aluminium, which are 0.51 and 0.79 of the Bohm-Staver values. The Perdew-Wang and Perdew-Zunger fits of the correlation energy change these speeds by less than 0.01 km/s. The sodium value is a near-cancellation and is sensitive to density: it rises by 0.06 km/s at the low-temperature lattice constant of 0.4225 nm.

This correction brings aluminium closer to experiment and takes sodium to about half the measured speed. The near match of (11) for sodium therefore cannot be credited to the accuracy of the free-electron stiffness; other omitted contributions must offset the large effect of exchange and correlation. The model leaves out the ion cores, the electrostatic energy of the crystal structure and the resistance to shear, which adds to the measured longitudinal speed, and this calculation does not determine their separate shares. They do not all act in the same direction: for point ions the electrostatic energy of the structure is negative and proportional to \(n^{1/3}\), like exchange, and lowers the bulk modulus further. What (11) supplies is the scale of the speed, \(v_F\sqrt{m/M}\), and the reason why the mode is acoustic. A quantitative speed requires the self-consistent response of the actual crystal.

The numerical check obtains the frequencies and the vertex from a nonlinear Thomas-Fermi-Poisson calculation for a displaced ion fluid, which does not use the linear formulas (8) to (14).

## Computed results

```
valence Z [1]: Na 1, Al 3
atomic mass, input [u]: Na 22.99, Al 26.98
lattice constant, input [nm]: Na 0.429, Al 0.405
ion density [1e28 m^-3]: Na 2.533, Al 6.021
electron density n [1e28 m^-3]: Na 2.533, Al 18.064
Fermi wavenumber k_F [nm^-1]: Na 9.086, Al 17.488
Fermi energy E_F [eV]: Na 3.145, Al 11.652
Fermi velocity v_F [km/s]: Na 1051.8, Al 2024.6
mass ratio M/m [1]: Na 41908, Al 49182
ion plasma frequency Omega_p [1e13 rad/s]: Na 4.386, Al 18.727
hbar Omega_p [meV]: Na 28.87, Al 123.26
screening wavenumber k_TF [nm^-1]: Na 14.785, Al 20.513
screening length 1/k_TF [nm]: Na 0.0676, Al 0.0487
sqrt(Z m/3M) = c/v_F [1e-3]: Na 2.8203, Al 4.5092
Bohm-Staver speed c [km/s]: Na 2.966, Al 9.129
speed from computed force, q=0.01 k_TF [km/s]: Na 2.966, Al 9.129
speed from compression energy [km/s]: Na 2.966, Al 9.129
speed with LDA exchange-correlation [km/s]: Na 1.503, Al 7.249
LDA speed / Bohm-Staver speed [1]: Na 0.507, Al 0.794
screened vertex (2/3)E_F [eV]: Na 2.097, Al 7.768
computed vertex, q=0.01 k_TF [eV]: Na 2.097, Al 7.767
kinetic shift of speed [1e-6]: Na -8.3, Al -21.2
damping ratio -Im/Re omega [1e-3]: Na 2.215, Al 3.541
Al/Na ratio of v_F [1]: 1.925
Al/Na ratio of sqrt(Z/M) [1]: 1.599
Al/Na ratio of c [1]: 3.077
Na, frequencies in units of Omega_p, wavenumbers in units of k_TF:
q 0.01: rigid 1.00000, screened 0.01000, formula 0.01000, bare/screened vertex 10001.00
q 0.10: rigid 1.00000, screened 0.09950, formula 0.09950, bare/screened vertex 101.00
q 0.30: rigid 1.00000, screened 0.28735, formula 0.28735, bare/screened vertex 12.11
q 1.00: rigid 1.00000, screened 0.70711, formula 0.70711, bare/screened vertex 2.00
static response / N_F at q = 0.1 k_F [1]: 0.99917
static response / N_F at q = 1.0 k_F [1]: 0.91198
fictitious ion, Z = 1, M/m [1]: 10
its kinetic shift of speed [%]: -3.24
its damping ratio -Im/Re omega [1]: 0.139
```
